# Line strength, oscillator strength and decay rate for E1, M1 and E2

## Oscillator strength, numerical constants and examples

**Q:** Before going on, which results are we carrying over?

**A:** The upper level \(k\) and the lower level \(i\) have weights \(g_k\) and \(g_i\) and are separated by \(\hbar\omega\). The strengths \(S\) are summed over the magnetic states of both levels. They use the operators \(\sum\mathbf r\), \((\mathbf L+g_s\mathbf S)/\hbar\) and \(\sum r^2C_{2q}\), in units of \(e^2a_0^2\), \(\mu_B^2\) and \(e^2a_0^4\). The rates are
\[
A_{E1}=\frac{e^2a_0^2\omega^3}{3\pi\varepsilon_0\hbar c^3}\frac{S_{E1}}{g_k},\qquad
A_{M1}=\frac{\mu_0\mu_B^2\omega^3}{3\pi\hbar c^3}\frac{S_{M1}}{g_k},\qquad
A_{E2}=\frac{e^2a_0^4\omega^5}{60\pi\varepsilon_0\hbar c^5}\frac{S_{E2}}{g_k}.
\]

**Q:** They rest on a truncated exponential. How do I know that no factor was lost on the way?

**A:** Keep the whole exponential and integrate numerically. This was done for one electron in a harmonic well, where the states are known. The full rate divided by the formula is 0.999997 for a pure E1 decay and 0.999989 for a pure E2 decay. In a well with three unequal frequencies, one decay has M1 and E2 parts together, with M1 supplying 94% of the sum. There the full rate divided by \(A_{M1}+A_{E2}\) is 0.999998, so the addition of rates is tested as well. These tests contain no spin. For a \({}^3P\) term, a direct golden-rule sum with the magnetic dipole coupling confirms the M1 prefactor and the weight \(1/g_k\), taking the operator \(\mathbf L+g_s\mathbf S\) as given.

**Q:** Now the wavelengths in ångström. Where do the powers of ten come from?

**A:** Put \(\omega=2\pi c/\lambda\), with \(\lambda\) the vacuum wavelength. The fine-structure constant \(\alpha=e^2/(4\pi\varepsilon_0\hbar c)\) allows us to write \(e^2/(\varepsilon_0\hbar)=4\pi\alpha c\). For E1,
\[
\frac{e^2a_0^2}{3\pi\varepsilon_0\hbar c^3}\,\frac{(2\pi c)^3}{\lambda^3}=\frac{4\pi\alpha c\,a_0^2\,8\pi^3}{3\pi\lambda^3}=\frac{32\pi^3}{3}\,\frac{\alpha c\,a_0^2}{\lambda^3}.
\]
With \(\alpha=7.29735\times10^{-3}\), \(a_0=5.29177\times10^{-11}\) m and the defined value \(c=299\,792\,458\) m/s, the coefficient of \(1/\lambda^3\) is
\[
330.734\times(2.18769\times10^6)\times(2.80029\times10^{-21})=2.0261\times10^{-12}\ \text{m}^3\,\text{s}^{-1}.
\]
One cubic metre is \(10^{30}\) Å³, so the E1 constant is \(2.026\times10^{18}\) Å³ s⁻¹.

**Q:** And M1? It has the same power of \(\lambda\).

**A:** So only the unit of the moment differs. Since \(\mu_0=1/(\varepsilon_0c^2)\), the ratio of the M1 constant to the E1 constant is \(\mu_B^2/(ea_0c)^2\). With \(\mu_B=e\hbar/2m\) and \(a_0=\hbar/(mc\alpha)\),
\[
\frac{\mu_B}{ea_0c}=\frac{\hbar}{2mca_0}=\frac\alpha2 .
\]
The M1 constant is therefore
\[
\frac{\alpha^2}{4}\times2.02613\times10^{18}=1.33128\times10^{-5}\times2.02613\times10^{18}=2.697\times10^{13}\ \text{Å}^3\,\text{s}^{-1}.
\]

**Q:** E2 has \(\lambda^5\), so the conversion must change.

**A:** It does. The same substitution gives
\[
\frac{e^2a_0^4}{60\pi\varepsilon_0\hbar c^5}\,\frac{(2\pi c)^5}{\lambda^5}=\frac{4\pi\alpha c\,a_0^4\,32\pi^5}{60\pi\lambda^5}=\frac{32\pi^5}{15}\,\frac{\alpha c\,a_0^4}{\lambda^5}.
\]
The factor from m⁵ to Å⁵ is \(10^{50}\). It is quicker to divide by the E1 constant, which leaves \(\pi^2a_0^2/5\). With \(a_0^2=0.280029\) Å² this is 0.552754 Å², and
\[
0.552754\times2.02613\times10^{18}=1.120\times10^{18}\ \text{Å}^5\,\text{s}^{-1}.
\]
Collecting the three results, with \(\lambda\) in Å and \(A\) in s⁻¹:
\[
A_{E1}=\frac{2.026\times10^{18}}{g_k\lambda^3}S_{E1},\qquad
A_{M1}=\frac{2.697\times10^{13}}{g_k\lambda^3}S_{M1},\qquad
A_{E2}=\frac{1.120\times10^{18}}{g_k\lambda^5}S_{E2}.
\]

**Q:** The E1 and E2 constants look alike. Are E2 lines about as strong as E1 lines?

**A:** No. The two constants have different units, and their closeness depends on measuring \(\lambda\) in ångström. Compare rates instead. For unit strength, \(g_k=1\) and \(\lambda=5000\) Å, the formulas give \(1.62\times10^7\) s⁻¹ for E1, 216 s⁻¹ for M1 and 0.358 s⁻¹ for E2. The M1 rate is smaller than the E1 rate by \(\alpha^2/4\) at any wavelength. The E2 rate is smaller by \((\pi^2/5)(a_0/\lambda)^2\), which is \(2.2\times10^{-8}\) here and grows towards short wavelengths. These ratios hold for equal numerical strengths. A real E2 strength can be hundreds of atomic units, as the magnesium example will show.

**Q:** Where does the oscillator strength enter? So far it has not been needed.

**A:** It describes absorption, by comparison with a classical electron on a spring. Let that electron have frequency \(\omega_0\) and damping \(\Gamma\), in a field \(E\cos\omega t\). Its equation of motion, \(m(\ddot x+\Gamma\dot x+\omega_0^2x)=-eE\cos\omega t\), gives the amplitude
\[
|X|=\frac{eE/m}{\sqrt{(\omega_0^2-\omega^2)^2+\omega^2\Gamma^2}} .
\]
The damping force absorbs the mean power \(m\Gamma\langle\dot x^2\rangle=\tfrac12m\Gamma\omega^2|X|^2\). Dividing by the intensity \(\tfrac12\varepsilon_0cE^2\) gives the cross section
\[
\sigma(\omega)=\frac{e^2}{\varepsilon_0mc}\,\frac{\omega^2\Gamma}{(\omega_0^2-\omega^2)^2+\omega^2\Gamma^2}.
\]

**Q:** That depends on the damping, which has nothing to do with the strength of a line.

**A:** The integral over frequency does not. Divide numerator and denominator by \(\omega^2\) and set \(u=\omega-\omega_0^2/\omega\):
\[
I=\int_0^\infty\frac{\Gamma}{u^2+\Gamma^2}\,d\omega .
\]
Replacing \(\omega\) by \(\omega_0^2/\omega\) turns \(u\) into \(-u\) and \(d\omega\) into \((\omega_0^2/\omega^2)d\omega\), with the limits restored to their order. Add the two forms of \(I\). Since \(du=(1+\omega_0^2/\omega^2)d\omega\),
\[
2I=\int_{-\infty}^{\infty}\frac{\Gamma\,du}{u^2+\Gamma^2}=\pi .
\]
Thus \(I=\pi/2\) for any damping, and one classical electron has \(\int\sigma\,d\omega=\pi e^2/(2\varepsilon_0mc)\). The absorption oscillator strength \(f\) of an atomic line is the number of such electrons that would absorb as much:
\[
\int\sigma\,d\omega=\frac{\pi e^2}{2\varepsilon_0mc}\,f .
\]

**Q:** To connect \(f\) with \(A\), you need absorption and emission in the same atom.

**A:** Both contain the same squared matrix element \(|M|^2\) for one photon in the volume \(V_0\). For one pair of states, the emission rate summed over directions and polarizations is
\[
A_{\rm pair}=\frac{2\pi}\hbar\,\frac{V_0\omega^2}{8\pi^3\hbar c^3}\sum_\epsilon\int|M|^2d\Omega=\frac{\omega^2}{4\pi^2\hbar^2c^3}\sum_\epsilon\int V_0|M|^2d\Omega .
\]
For absorption, one photon of frequency \(\omega'\) in \(V_0\) is a flux \(c/V_0\). The golden rule gives the rate \((2\pi/\hbar^2)|M|^2\delta(\omega'-\omega)\). Dividing by the flux and integrating over \(\omega'\), we find \(2\pi V_0|M|^2/(\hbar^2c)\). The mean over all directions and both polarizations is the sum over them divided by \(8\pi\):
\[
\int\sigma_{\rm pair}\,d\omega'=\frac{1}{8\pi}\,\frac{2\pi}{\hbar^2c}\sum_\epsilon\int V_0|M|^2d\Omega
=\frac{1}{4\hbar^2c}\,\frac{4\pi^2\hbar^2c^3}{\omega^2}A_{\rm pair}=\frac{\pi^2c^2}{\omega^2}A_{\rm pair}.
\]

**Q:** And the weights?

**A:** Absorption starts from the lower level, with its states equally populated. We therefore sum over upper states and average over lower ones. The sum of \(A_{\rm pair}\) over all pairs is \(g_kA\), so
\[
\int\sigma\,d\omega=\frac{g_k}{g_i}\,\frac{\pi^2c^2}{\omega^2}A .
\]
Equating this to the definition of \(f\) and solving for \(A\) gives
\[
A=\frac{g_i}{g_k}\,\frac{\omega^2}{\pi^2c^2}\,\frac{\pi e^2}{2\varepsilon_0mc}\,f=\frac{g_i}{g_k}\,\frac{e^2\omega^2}{2\pi\varepsilon_0mc^3}\,f .
\]
With \(\omega=2\pi c/\lambda\) the coefficient becomes \(2\pi e^2/(\varepsilon_0mc)\), and for \(\lambda\) in Å
\[
A=6.670\times10^{15}\,\frac{g_i}{g_k}\,\frac{f}{\lambda^2}.
\]

**Q:** Does this hold for E1 alone?

**A:** It holds for all three types, because the multipole expansion was not used in deriving it. The type enters when \(f\) is expressed through \(S\). Solve for \(f\),
\[
f=\frac{g_k}{g_i}\,\frac{2\pi\varepsilon_0mc^3}{e^2\omega^2}\,A,
\]
and insert the three rates. For M1, \(\mu_0=1/(\varepsilon_0c^2)\) and \(\mu_B=e\hbar/2m\) turn the prefactor \(\mu_0\mu_B^2\omega^3/(3\pi\hbar c^3)\) into \(e^2\hbar\omega^3/(12\pi\varepsilon_0m^2c^5)\). Then
\[
f_{E1}=\frac{2m\omega a_0^2}{3\hbar}\frac{S_{E1}}{g_i},\qquad
f_{M1}=\frac{\hbar\omega}{6mc^2}\frac{S_{M1}}{g_i},\qquad
f_{E2}=\frac{m\omega^3a_0^4}{30\hbar c^2}\frac{S_{E2}}{g_i}.
\]
The weight is now \(g_i\), since \(f\) belongs to absorption. In ångström units,
\[
f_{E1}=\frac{303.8}{g_i\lambda}S_{E1},\qquad
f_{M1}=\frac{4.044\times10^{-3}}{g_i\lambda}S_{M1},\qquad
f_{E2}=\frac{167.9}{g_i\lambda^3}S_{E2}.
\]
The M1 form shows why such lines absorb weakly: the photon energy is compared with the rest energy of the electron.

**Q:** Is there a case where I know \(f\) beforehand?

**A:** One electron in an isotropic harmonic well should behave as one classical oscillator. From the ground state, \(x\), \(y\) and \(z\) each lead to one excited state, with squared matrix element \(\hbar/(2m\omega)\). Thus \(a_0^2S_{E1}=3\hbar/(2m\omega)\), and with \(g_i=1\)
\[
f=\frac{2m\omega}{3\hbar}\,\frac{3\hbar}{2m\omega}=1 .
\]
The numerical rate with the full exponential, converted to \(f\), gives 0.999997.

**Q:** Let us have an atom. What does magnesium give?

**A:** I use a computed model of the atom. The ten core electrons stay in their Hartree–Fock orbitals, and the two valence electrons are treated by full configuration interaction within a basis of 14 s, 10 p and 5 d Gaussian exponents. This omits the correlation between core and valence electrons, relativity, and functions beyond d. The results are those of the model, not measured values. The basis is not converged, and the digits are kept only so that the arithmetic can be followed. Adding f functions and more diffuse s, p and d functions changes the \({}^1P\)–\({}^1S\) wavelength, its strength and the polarizability by less than 1%. It raises the E2 strength below by about 6%, and the \({}^1D\)–\({}^1P\) wavelength, strength and rate by about 2%, 15% and 7%.

The lowest \({}^1P\) level has \(g_k=3\). It decays to the \({}^1S\) ground state by E1, with \(\lambda=2887.9\) Å and \(S_{E1}=16.687\):
\[
A=\frac{2.0261\times10^{18}\times16.687}{3\times(2887.9)^3}=4.68\times10^8\ \text{s}^{-1}.
\]
The lifetime for this decay is \(1/A=2.14\) ns. The ground state has \(g_i=1\), so
\[
f=\frac{303.76\times16.687}{2887.9}=1.76 .
\]

**Q:** An oscillator strength above 1?

**A:** There are two valence electrons, and \(f\) counts equivalent classical electrons, so a value above 1 is no contradiction. The route through \(f\) returns the same rate: \(6.670\times10^{15}\times\tfrac13\times1.755/(2887.9)^2=4.68\times10^8\) s⁻¹.

The dipole moments from the ground state also pass a consistency check. Summed over all excited states of the model, they give a static polarizability of 74.20 atomic units, and the energy shift in a weak electric field gives 74.20 as well. Both calculations use the same dipole integrals and the same Hamiltonian, so the agreement tests how the moments are formed from the states, not the integrals or the model. It does not reach the \({}^1D\) strengths used below.

**Q:** And an E2 line in the same atom?

**A:** The lowest \({}^1D\) level has \(g_k=5\) and the same parity as the ground state. The model gives \(\lambda=2195.9\) Å and \(S_{E2}=355.2\), so
\[
A=\frac{1.1200\times10^{18}\times355.2}{5\times(2195.9)^5}=1.56\times10^3\ \text{s}^{-1}.
\]
The absorption oscillator strength is \(167.9\times355.2/(2195.9)^3=5.63\times10^{-6}\).

**Q:** So the \({}^1D\) level lives for most of a millisecond?

**A:** No, because it has a faster way down. It can decay by E1 to the \({}^1P\) level, with \(\lambda=9163.8\) Å and \(S_{E1}=16.776\):
\[
A=\frac{2.0261\times10^{18}\times16.776}{5\times(9163.8)^3}=8.83\times10^6\ \text{s}^{-1}.
\]
The E2 rate is \(1.8\times10^{-4}\) of this, although its photon has more than four times the energy. This E1 strength is sensitive to the f functions missing from the basis: with them it rises to about 19.2 and the ratio becomes \(1.7\times10^{-4}\), so the ratio should be read as about \(2\times10^{-4}\). A lifetime follows from the sum of the rates of all decays, so a single weak line does not set it.

**Q:** There is no M1 line in your magnesium example.

**A:** The model has no spin–orbit coupling, so its \({}^3P\) term is not split. Take instead a general \({}^3P\) term with \(L=S=1\), and choose a wavelength of 5000 Å for \(J=2\to1\). The choice serves only for comparison with the rates above: highly charged ions can have such lines in the visible, but in light neutral atoms fine-structure lines lie at much longer wavelengths, and for the same strength their rates are smaller, in proportion to \(\lambda^{-3}\). Write \(\mathbf L+g_s\mathbf S=\mathbf J+(g_s-1)\mathbf S\). The operator \(\mathbf J\) does not connect different \(J\), so the strength is \((g_s-1)^2\) times the spin sum between the two levels.

That sum can be found by subtraction. In units of \(\hbar^2\), \(\mathbf S^2=2\), so the five states with \(J=2\) give a total of 10. The \(J=2\) states are symmetric under exchange of the two unit angular momenta. Within this level \(\mathbf S\) therefore acts as \(\mathbf J/2\), and contributes \(5\times6/4=7.5\). A vector operator acting on a \(J=0\) state gives \(J=1\), so \(J=0\) contributes nothing. This leaves 2.5 for \(J=1\), and with \(g_s=2.00232\)
\[
S_{M1}=(1.00232)^2\times2.5=2.512,\qquad
A_{M1}=\frac{2.6974\times10^{13}\times2.512}{5\times(5000)^3}=108\ \text{s}^{-1}.
\]
The corresponding absorption value is \(f=4.044\times10^{-3}\times2.512/(3\times5000)=6.77\times10^{-7}\). Parity also permits an E2 contribution to this line. It would be added to the rate, but it requires radial functions that the model does not specify.

**Q:** When should I distrust these formulas?

**A:** When one of their assumptions fails. If the wavelength is not large compared with the atom, the expansion of the exponential is poor. If the electrons are fast enough for relativity to matter, the operators themselves need corrections. If a leading matrix element nearly cancels, neglected terms may compete with it. The E1 and E2 formulas in terms of positions also need a potential that commutes with positions, and an approximate nonlocal potential breaks that step. The exchange potential of the frozen core in the magnesium model is of this kind, but its effect appears small: with f functions in the basis, strengths formed from positions and from momenta agree within about 2%. In the basis used here they differ by 1.5% for \({}^1P\)–\({}^1S\), 4% for \({}^1D\)–\({}^1S\) and 31% for \({}^1D\)–\({}^1P\), which is mostly basis error. Finally, \(\lambda\) must be the vacuum wavelength, because it stands for \(2\pi c/\omega\). The values used here are listed with more digits in the numerical output below.

## Computed results

```
E1 constant in A: 2.02613e+18 angstrom^3/s
M1 constant in A: 2.69735e+13 angstrom^3/s
E2 constant in A: 1.11995e+18 angstrom^5/s
constant linking A and f: 6.67025e+15 angstrom^2/s
E1 constant in f: 3.03756e+02 angstrom
M1 constant in f: 4.04385e-03 angstrom
E2 constant in f: 1.67902e+02 angstrom^3
Bohr radius: 5.291772e-11 m
Bohr magneton: 9.274010e-24 J/T
fine-structure constant: 7.2973526e-03 (no unit)
plane-wave rate / E1 formula: 0.9999973 (no unit)
plane-wave rate / E2 formula: 0.9999893 (no unit)
plane-wave rate / (M1+E2): 0.9999979 (no unit)
M1 share in the mixed case: 0.9375 (no unit)
total f of the oscillator: 0.9999973 (no unit)
model wavelength: 5000.0 angstrom
unit S, g_k=1, E1 rate: 1.6209e+07 1/s
unit S, g_k=1, M1 rate: 2.1579e+02 1/s
unit S, g_k=1, E2 rate: 3.5838e-01 1/s
electron spin g factor: 2.002319 (no unit)
triplet P, J=2 to 1, M1 strength: 2.51161 muB^2
triplet P, J=2 to 1, M1 rate: 108.3951 1/s
triplet P, J=1 to 2, M1 f: 6.7710e-07 (no unit)
Mg basis, s: 14 exponents from 0.018 1/a0^2
Mg basis, p: 10 exponents from 0.015 1/a0^2
Mg basis, d: 5 exponents from 0.015 1/a0^2
Mg basis, ratio of exponents: 2.7 (no unit)
Mg Hartree-Fock energy: -199.59063 hartree
Mg active orbitals: 64 (count)
Mg singlet pair functions: 2080 (count)
Mg polarizability, finite field: 74.201 a.u.
Mg polarizability, sum over states: 74.199 a.u.
Mg 1P excitation energy: 0.157772 hartree
Mg 1P-1S wavelength: 2887.93 angstrom
Mg 1P-1S E1 strength: 16.6874 e^2 a0^2
Mg 1S-1P absorption f: 1.7552 (no unit)
Mg 1P-1S E1 rate: 4.6792e+08 1/s
Mg 1P lifetime from this decay: 2.1371 ns
Mg 1D excitation energy: 0.207493 hartree
Mg 1D-1S wavelength: 2195.90 angstrom
Mg 1D-1S E2 strength: 355.2281 e^2 a0^4
Mg 1S-1D E2 absorption f: 5.6328e-06 (no unit)
Mg 1D-1S E2 rate: 1.5584e+03 1/s
Mg 1D-1P wavelength: 9163.80 angstrom
Mg 1D-1P E1 strength: 16.7756 e^2 a0^2
Mg 1D-1P E1 rate: 8.8338e+06 1/s
Mg 1D, E2 rate / E1 rate: 1.7641e-04 (no unit)
```
